# Where ballistic and diffusive resistances of a disc heater cross: a program that tests the result

```python
# Result under test: for a black isothermal disc heater of radius a on a
# half-space of grey phonons, the ballistic resistance 4/(pi a^2 C v) equals
# the diffusive resistance 1/(4 k a) at a = 16 L/(3 pi).
# C: heat capacity per volume, v: phonon speed, L: mean free path,
# k = C v L/3: conductivity. Outside the disc the surface passes no heat.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipkm1

rng = np.random.default_rng(12345)
pi = np.pi


def ballistic_resistance(a, C, v):
    return 4 / (pi * a**2 * C * v)


def diffusive_resistance(a, k):
    return 1 / (4 * k * a)


# --- Emission: one-way flux of an isotropic gas, in units of C v dT ---
emission = quad(lambda t: np.cos(t) * np.sin(t) / 2, 0, pi / 2)[0]
assert abs(emission - 0.25) < 1e-10

# --- Diffusivity from random flights, in units of v L ---
walkers, flights = 200000, 20
position = np.zeros((3, walkers))
path = np.zeros(walkers)
for _ in range(flights):
    length = rng.exponential(size=walkers)
    cosine = rng.uniform(-1, 1, walkers)
    sine = np.sqrt(1 - cosine**2)
    angle = rng.uniform(0, 2 * pi, walkers)
    position += length * np.array(
        [sine * np.cos(angle), sine * np.sin(angle), cosine])
    path += length
diffusivity = np.mean(np.sum(position**2, axis=0)) / (6 * np.mean(path))
# statistical error is about 0.2 percent
assert abs(diffusivity * 3 - 1) < 0.01

# --- Conduction from a disc: boundary-integral solution with a = k = 1 ---
# Each ring has an unknown constant flux; no flux profile is assumed.
rings = 120
theta = np.linspace(0, pi / 2, rings + 1)
edges = np.sin(theta)
centres = np.sin((theta[1:] + theta[:-1]) / 2)
areas = pi * np.diff(edges**2)
nodes, weights = np.polynomial.legendre.leggauss(12)
influence = np.zeros((rings, rings))
for low, high in ((edges[:-1], centres), (centres, edges[1:])):
    half = (high - low) / 2
    source = (high + low)[:, None] / 2 + half[:, None] * nodes
    wt = half[:, None] * weights
    r = centres[:, None, None]
    s = source[None, :, :]
    kernel = 4 * s * ellipkm1(((r - s) / (r + s))**2) / (r + s)
    influence += np.sum(kernel * wt[None, :, :], axis=2) / (2 * pi)
flux = np.linalg.solve(influence, np.ones(rings))
heat = np.sum(flux * areas)
disc_factor = 1 / heat
assert abs(disc_factor / diffusive_resistance(1, 1) - 1) < 0.005
inner = centres < 0.95
profile = 1 / (2 * pi * np.sqrt(1 - centres**2))
profile_error = np.max(np.abs(flux / heat / profile - 1)[inner])
assert profile_error < 0.02
uniform_factor = np.sum(influence.sum(axis=1) * areas) / pi**2
assert abs(uniform_factor / (8 / (3 * pi**2)) - 1) < 0.005

# --- Match radius built only from the numerical pieces above ---
match_formula = 16 / (3 * pi)
match_numeric = diffusivity / (pi * emission * disc_factor)
match_uniform = diffusivity / (pi * emission * uniform_factor)
assert abs(match_numeric / match_formula - 1) < 0.015
assert abs(match_uniform / (pi / 2) - 1) < 0.015


# --- Phonon random walk: chance that an emitted phonon never returns ---
def escape_probability(a, count, outer):
    """Lengths in units of L. Returns probability and its relative error."""
    x = a * np.sqrt(rng.random(count))
    y = np.zeros(count)
    c = np.sqrt(rng.random(count))        # cosine-weighted emission
    s = np.sqrt(1 - c**2)
    f = rng.uniform(0, 2 * pi, count)
    d = rng.exponential(size=count)
    x, y, z = x + d * s * np.cos(f), y + d * s * np.sin(f), d * c
    exits, inverse_radius = 0, 0.0
    while x.size:
        r2 = x * x + y * y + z * z
        out = r2 > outer**2
        if out.any():
            exits += int(out.sum())
            inverse_radius += np.sum(1 / np.sqrt(r2[out]))
            keep = ~out
            x, y, z = x[keep], y[keep], z[keep]
        m = x.size
        if m == 0:
            break
        d = rng.exponential(size=m)
        c = rng.uniform(-1, 1, m)
        s = d * np.sqrt(1 - c * c)
        f = rng.uniform(0, 2 * pi, m)
        dx, dy = s * np.cos(f), s * np.sin(f)
        znew = z + d * c
        down = znew < 0
        part = np.where(down, z / np.where(down, z - znew, 1.0), 0.0)
        hit = down & ((x + part * dx)**2 + (y + part * dy)**2 < a * a)
        keep = ~hit                      # other surface hits are specular
        x, y, z = (x + dx)[keep], (y + dy)[keep], np.abs(znew)[keep]
    q = exits / count
    # far-field chance of return from radius r is 3 a^2 P/(8 r)
    p = q / (1 + 3 * a * a * inverse_radius / (8 * count))
    return p, np.sqrt((1 - q) / (q * count))


# --- Example inputs, SI units ---
C, v, L = 1.6e6, 6000.0, 45e-9
T0, spot, power = 300.0, 10e-9, 10e-6
k = C * v * L / 3
root_step = 1e-18                # metres, far below any radius used here
a_match = brentq(lambda a: ballistic_resistance(a, C, v)
                 - diffusive_resistance(a, k), 1e-9, 1e-5, xtol=root_step)
assert abs(a_match / (match_formula * L) - 1) < 1e-6

cases = [("spot", spot / L, 60000, 12.0),
         ("match", match_formula, 100000, 12.0),
         ("wide", 12.0, 60000, 48.0)]
walk = {}
for name, a, count, outer in cases:
    p, err = escape_probability(a, count, outer)
    rb = ballistic_resistance(a, 1, 1)
    rd = diffusive_resistance(a, 1 / 3)
    total = rb / p
    assert total > max(rb, rd) * (1 - 3 * err)
    assert total < (rb + rd) * (1 + 3 * err)
    walk[name] = (a, p, err, total / rb, total / rd, total / (rb + rd))
assert abs(walk["spot"][3] - 1) < 0.15      # near the ballistic limit
assert abs(walk["wide"][4] - 1) < 0.15      # near the diffusive limit
assert walk["match"][3] > 1.2               # neither limit holds at match

# --- Spot and match resistances ---
rb_spot = ballistic_resistance(spot, C, v)
rd_spot = diffusive_resistance(spot, k)
r_match = diffusive_resistance(a_match, k)
rise = power * rb_spot * walk["spot"][3]

# --- Neglected effects, rough inputs ---
interface = 5e-9                 # m^2 K/W, bonded heater
emission_area_resistance = 4 / (C * v)
optical_life, optical_C = 5e-12, 0.7e6
optical_rise = power * optical_life / (optical_C * 2 * pi * spot**3 / 3)
exponent = 1.3                   # k falls as T**(-exponent)
k_drop = 1 - ((T0 + rise) / T0)**(-exponent)
wavelength = const.h * v / (const.k * T0)
settling = a_match**2 / (k / C)
group_L = np.array([20e-9, 500e-9])
group_k = np.array([0.5, 0.5]) * k
group_match = brentq(
    lambda a: pi * a**2 * np.sum(3 * group_k / (4 * group_L)) - 4 * k * a,
    1e-9, 1e-5, xtol=root_step)
effective_L = k / np.sum(group_k / group_L)
assert abs(group_match / (match_formula * effective_L) - 1) < 1e-6

print(f"emission factor (quadrature): {emission:.4f}")
print(f"diffusivity/(v L), random flights: {diffusivity:.4f}")
print(f"R_d k a, isothermal disc, numerical: {disc_factor:.4f}")
print(f"largest flux-profile error, r<0.95a: {100*profile_error:.2f} %")
print(f"R_d k a, uniform flux, numerical: {uniform_factor:.4f}")
print(f"match a/L, formula 16/(3 pi): {match_formula:.4f}")
print(f"match a/L, numerical pieces: {match_numeric:.4f}")
print(f"match a/L, uniform flux, pi/2: {pi/2:.4f}")
print(f"match a/L, uniform flux, numerical: {match_uniform:.4f}")
for name, row in walk.items():
    print(f"walk {name}: a/L = {row[0]:.3f}")
    print(f"  escape probability: {row[1]:.3f}")
    print(f"  relative standard error: {100*row[2]:.2f} %")
    print(f"  R/R_b = {row[3]:.3f}, R/R_d = {row[4]:.3f}")
    print(f"  R/(R_b+R_d) = {row[5]:.3f}")
print(f"heat capacity C: {C*1e-6:.2f} J/(cm^3 K)")
print(f"phonon speed v: {v*100:.1e} cm/s")
print(f"mean free path L: {L*1e9:.1f} nm")
print(f"conductivity k: {k/100:.3f} W/(cm K)")
print(f"match radius: {a_match*1e9:.1f} nm")
print(f"R_b = R_d at match: {r_match*1e-6:.4f} K/uW")
print(f"simulated R at match: {r_match*walk['match'][3]*1e-6:.4f} K/uW")
print(f"spot radius: {spot*1e9:.1f} nm")
print(f"spot power: {power*1e6:.1f} uW")
print(f"base temperature: {T0:.0f} K")
print(f"spot R_b: {rb_spot*1e-6:.3f} K/uW")
print(f"spot R_d: {rd_spot*1e-6:.3f} K/uW")
print(f"spot rise, ballistic: {power*rb_spot:.2f} K")
print(f"spot rise, diffusive: {power*rd_spot:.2f} K")
print(f"spot rise, simulated: {rise:.2f} K")
print(f"rough interface resistance: {interface*1e4:.1e} cm^2 K/W")
print(f"interface/(4/(C v)): {interface/emission_area_resistance:.1f}")
print(f"rough optical lifetime: {optical_life*1e12:.1f} ps")
print(f"rough optical C: {optical_C*1e-6:.2f} J/(cm^3 K)")
print(f"optical-phonon extra rise: {optical_rise:.1f} K")
print(f"rough exponent of k(T): {exponent:.1f}")
print(f"k drop at simulated spot rise: {100*k_drop:.1f} %")
print(f"thermal phonon wavelength h v/(kB T): {wavelength*1e9:.2f} nm")
print(f"settling time a^2/D at match: {settling*1e12:.0f} ps")
print(f"two groups, half of k each: L = {group_L[0]*1e9:.0f}, "
      f"{group_L[1]*1e9:.0f} nm")
print(f"two-group effective L: {effective_L*1e9:.1f} nm")
print(f"two-group match radius: {group_match*1e9:.1f} nm")
print(f"separate group match radii: {match_formula*group_L[0]*1e9:.0f}, "
      f"{match_formula*group_L[1]*1e9:.0f} nm")
print("done: every assertion held")
```

Running it gives:

```
emission factor (quadrature): 0.2500
diffusivity/(v L), random flights: 0.3332
R_d k a, isothermal disc, numerical: 0.2500
largest flux-profile error, r<0.95a: 0.01 %
R_d k a, uniform flux, numerical: 0.2702
match a/L, formula 16/(3 pi): 1.6977
match a/L, numerical pieces: 1.6971
match a/L, uniform flux, pi/2: 1.5708
match a/L, uniform flux, numerical: 1.5703
walk spot: a/L = 0.222
  escape probability: 0.912
  relative standard error: 0.13 %
  R/R_b = 1.097, R/R_d = 8.378
  R/(R_b+R_d) = 0.970
walk match: a/L = 1.698
  escape probability: 0.531
  relative standard error: 0.28 %
  R/R_b = 1.882, R/R_d = 1.882
  R/(R_b+R_d) = 0.941
walk wide: a/L = 12.000
  escape probability: 0.125
  relative standard error: 0.99 %
  R/R_b = 7.968, R/R_d = 1.127
  R/(R_b+R_d) = 0.988
heat capacity C: 1.60 J/(cm^3 K)
phonon speed v: 6.0e+05 cm/s
mean free path L: 45.0 nm
conductivity k: 1.440 W/(cm K)
match radius: 76.4 nm
R_b = R_d at match: 0.0227 K/uW
simulated R at match: 0.0428 K/uW
spot radius: 10.0 nm
spot power: 10.0 uW
base temperature: 300 K
spot R_b: 1.326 K/uW
spot R_d: 0.174 K/uW
spot rise, ballistic: 13.26 K
spot rise, diffusive: 1.74 K
spot rise, simulated: 14.55 K
rough interface resistance: 5.0e-05 cm^2 K/W
interface/(4/(C v)): 12.0
rough optical lifetime: 5.0 ps
rough optical C: 0.70 J/(cm^3 K)
optical-phonon extra rise: 34.1 K
rough exponent of k(T): 1.3
k drop at simulated spot rise: 6.0 %
thermal phonon wavelength h v/(kB T): 0.96 nm
settling time a^2/D at match: 65 ps
two groups, half of k each: L = 20, 500 nm
two-group effective L: 38.5 nm
two-group match radius: 65.3 nm
separate group match radii: 34, 849 nm
done: every assertion held
```
